# Herring's U: Ionization Gap, Slater Integral and Slope of the Level

For the free ion Fe²⁺, with six 3d electrons, the Coulomb repulsion integral of the 3d orbital is 23.6 eV. If one 3d electron is moved from one such ion to another far away and the orbitals adjust, a local-density calculation gives a cost of 16.0 eV. If the ion carries one 4s electron as well, and a 4s electron moves the opposite way, the cost is 3.6 eV in the basis used below, and 3.5 eV near the basis limit. Each of the three is a $U$ in the sense defined below. They differ in what is held fixed while the 3d occupation changes. The first also keeps only the monopole Coulomb repulsion, without exchange and correlation, and the third starts from a different ion, Fe⁺.

## The definition and the gap $I-A$

Let $E(n)$ be the energy of an atom or ion with $n$ electrons in a chosen shell, minimized under a stated rule for all other electrons. Herring's definition is

$$U(n)=E(n+1)+E(n-1)-2E(n). \tag{1}$$

It is the energy of the reaction $2X(n)\to X(n+1)+X(n-1)$ at infinite separation. Atomic units are used in the algebra, so energies are in hartree (27.2114 eV).

Suppose that only the electron number of the atom changes and that the three energies are ground-state energies. The ionization energy and the electron affinity are

$$I=E(n-1)-E(n),\qquad A=E(n)-E(n+1), \tag{2}$$

where $A>0$ means that the extra electron is bound. Subtraction gives

$$I-A=E(n-1)-E(n)-E(n)+E(n+1)=U(n). \tag{3}$$

If the shell occupation is imposed, as for 3d⁷ without 4s electrons, (3) still holds, but $I$ and $A$ then belong to the imposed configurations and need not be the ground-state values.

At a finite distance $R$, large enough that the charge clouds do not overlap, two spherical ions of charge $q$ repel with energy $q^2/R$. After the transfer the energy is $(q+1)(q-1)/R=(q^2-1)/R$. If the ions are taken to stay spherical, so that their mutual polarization is neglected, the transfer therefore costs

$$\Delta E(R)=I-A-\frac1R. \tag{4}$$

Two hydrogen atoms 20 Å apart, each with one 1s function, show this. Diagonalizing their two-electron Hamiltonian gives neutral states and charge-transfer states separated by 16.287 eV. Adding $1/R$, which is 0.720 eV, gives 17.007 eV, the value of $I-A$ for one such atom.

## Frozen orbitals

Let the orbitals be the same for all three occupations, and keep only the monopole part of the repulsion, which is the same for every pair in the shell. With radial function $R_\ell(r)$ and radial density $q(r)=r^2R_\ell(r)^2$, normalized to one, define the Slater integrals

$$F_k=\int_0^\infty\!\!\int_0^\infty q(r)\,q(r')\,\frac{r_<^k}{r_>^{k+1}}\,dr\,dr', \tag{5}$$

where $r_<$ and $r_>$ are the smaller and larger of $r,r'$. There are $n(n-1)/2$ pairs, each costing $F_0$. Each electron also has a one-body energy $h$, which includes its interaction with the frozen inner shells. Thus

$$E(n)=E_0+nh+\tfrac12F_0\,n(n-1). \tag{6}$$

In (1) the constant cancels, and so does the linear term, because $(n+1)+(n-1)-2n=0$. The quadratic term leaves

$$U=\tfrac12F_0\left[(n+1)^2+(n-1)^2-2n^2\right]=F_0. \tag{7}$$

The Hartree energy $\tfrac12F_0n^2$ contains the repulsion of each electron with itself. It differs from the pair energy in (6) by $\tfrac12F_0n$, which is linear, so it gives the same $U$.

For an s shell the monopole is the whole repulsion, and two electrons in one s orbital have opposite spins and no exchange. Take $\phi=\sqrt{\zeta^3/\pi}\,e^{-\zeta r}$, so that $q=4\zeta^3r^2e^{-2\zeta r}$. With $s=\zeta r$, the charge inside $r$ is $1-e^{-2s}(1+2s+2s^2)$. The two regions $r'<r$ and $r'>r$ contribute equally to (5), hence

$$F_0=8\zeta\int_0^\infty s\,e^{-2s}\left[1-e^{-2s}(1+2s+2s^2)\right]ds
=8\zeta\left[\tfrac14-\tfrac1{16}-\tfrac1{16}-\tfrac3{64}\right]=\tfrac58\zeta. \tag{8}$$

Each integral here is of the form $\int_0^\infty s^pe^{-as}ds=p!/a^{p+1}$. For hydrogen, $\zeta=1$ and the frozen $U$ is $5/8$ hartree, or 17.0 eV.

## What a d shell adds

In a d shell the repulsion also depends on spins and angular momenta, so $U=F_0$ needs the monopole condition. The corrections follow from sums over the five orbitals $m$.

The density of five equally filled orbitals is spherical. An electron therefore has direct repulsion $5F_0$ with a filled half shell, and the direct sum over all pairs $m,m'$ is $25F_0$. For exchange, the addition theorem gives $\sum_mY_{2m}^*(1)Y_{2m}(2)=(5/4\pi)P_2(\cos\gamma)$, where $\gamma$ is the angle between the two positions. The exchange sum contains the square of this factor. Expanding $1/r_{12}$ in Legendre polynomials gives

$$\sum_{mm'}K_{mm'}=25\sum_kF_k\,\tfrac12\int_{-1}^1P_2(x)^2P_k(x)\,dx. \tag{9}$$

Matching powers of $x$ gives $P_2^2=\tfrac15P_0+\tfrac27P_2+\tfrac{18}{35}P_4$. Since $\tfrac12\int P_k^2dx=1/(2k+1)$, the integrals with their factor $\tfrac12$ are $\tfrac15,\tfrac2{35},\tfrac2{35}$, and

$$\sum_{mm'}K_{mm'}=5F_0+\tfrac{10}7(F_2+F_4)=5F_0+20J,\qquad J=\frac{F_2+F_4}{14}. \tag{10}$$

First average the energy over all determinants with $n$ electrons in the ten spin-orbitals. Every pair of distinct spin-orbitals is then occupied equally often, so the mean repulsion is $\tfrac12n(n-1)\bar v$, with $\bar v$ the mean pair energy. The sum over ordered pairs has a direct part $4\times25F_0$ for the four spin combinations and an exchange part $2(5F_0+20J)$ for the two parallel ones. Terms with equal indices cancel between them, leaving $10\times9=90$ pairs:

$$U_{\rm av}=\bar v=\frac{100F_0-10F_0-40J}{90}=F_0-\tfrac49J. \tag{11}$$

Now take the lowest terms around d⁵, which follow Hund's rules. The fifth electron completes a half shell of parallel spins. By rotational symmetry its exchange sum is one fifth of (10), $F_0+4J$, and this includes its self-term. Its repulsion with the other four is thus $5F_0-(F_0+4J)=4F_0-4J$. The sixth electron has opposite spin and feels $5F_0$. The one-body energies cancel, so

$$U(5)=5F_0-(4F_0-4J)=F_0+4J. \tag{12}$$

For the 3d orbital of Fe²⁺ from the local-density calculation described below, $F_0=23.56$ eV and $J=1.249$ eV. The average subtracts $\tfrac49J=0.555$ eV from $F_0$ and gives 23.01 eV, while (12) gives $23.56+5.00=28.56$ eV. Around d⁶ the sixth and seventh electrons both meet the same filled half shell, whose repulsion cancels in (1). What remains is the interaction of these two parallel electrons with each other, 21.66 eV in their lowest term. A single parameter $F_0$ does not describe these differences. They belong to exchange and multiplet terms, which a model must treat separately.

## Relaxation and the level

Let $x$ stand for an orbital parameter, and let $\mathcal E(n,x)$ be a smooth energy whose minimum over $x$ is $E(n)$. At the minimum $\mathcal E_x=0$, where subscripts denote partial derivatives. The level is defined as

$$e(n)=\frac{dE}{dn}=\mathcal E_n+\mathcal E_x\frac{dx}{dn}=\mathcal E_n. \tag{13}$$

The orbital response drops out of the level, but not out of its slope. Differentiating $\mathcal E_x=0$ along the minimum gives $\mathcal E_{xn}+\mathcal E_{xx}\,dx/dn=0$, and therefore

$$\frac{de}{dn}=\mathcal E_{nn}+\mathcal E_{nx}\frac{dx}{dn}
=\mathcal E_{nn}-\frac{\mathcal E_{nx}^2}{\mathcal E_{xx}}. \tag{14}$$

At a minimum with $\mathcal E_{xx}>0$, relaxation cannot raise the slope. The finite difference obeys the same rule: orbitals frozen at occupation $n$ give the correct $E(n)$ but only upper bounds to $E(n\pm1)$, so the relaxed $U$ cannot exceed the frozen $U$ of the same energy functional.

In Kohn–Sham theory $e$ is the orbital eigenvalue. Let orbitals $\phi_i$ with occupations $f_i$ satisfy $\hat H\phi_i=\varepsilon_i\phi_i$, where $\hat H$ contains the kinetic energy and the derivative of the remaining energy with respect to the density. A change of the orbitals at fixed occupations changes the energy by

$$\sum_if_i\left(\langle\delta\phi_i|\hat H|\phi_i\rangle+\langle\phi_i|\hat H|\delta\phi_i\rangle\right)
=\sum_if_i\varepsilon_i\,\delta\langle\phi_i|\phi_i\rangle=0, \tag{15}$$

because the norms are fixed. What remains is the explicit derivative $\partial E/\partial f_i=\langle\phi_i|\hat H|\phi_i\rangle=\varepsilon_i$, which is Janak's theorem. For a shell filled evenly, $e(n)$ is the common eigenvalue of its orbitals.

**Hydrogen with one exponent.** Let all $n$ electrons occupy the 1s function with exponent $\zeta$. Since $|\nabla\phi|=\zeta\phi$, the kinetic energy per electron is $\zeta^2/2$. The nuclear attraction is $-\int q/r\,dr=-4\zeta^3/(2\zeta)^2=-\zeta$. With (8),

$$\mathcal E(n,\zeta)=n\left(\tfrac12\zeta^2-\zeta\right)+\tfrac5{16}\zeta\,n(n-1). \tag{16}$$

For noninteger $n$ this is a chosen smooth continuation. Setting the derivative with respect to $\zeta$ to zero and dividing by $n$ gives

$$\zeta=1-\tfrac5{16}(n-1),\qquad
E(n)=n\zeta\left[\tfrac12\zeta-1+\tfrac5{16}(n-1)\right]=-\tfrac12n\zeta^2. \tag{17}$$

The last step uses the first equation to replace $-1+\tfrac5{16}(n-1)$ by $-\zeta$. For two electrons $\zeta=11/16$, so the cloud expands, and

$$U(1)=-\left(\tfrac{11}{16}\right)^2+0+1=\tfrac{135}{256}\ \text{hartree}=14.35\ \text{eV}. \tag{18}$$

Equation (14) gives the same number. At $n=\zeta=1$, $\mathcal E_{nn}=5/8$, $\mathcal E_{n\zeta}=\zeta-1+\tfrac5{16}(2n-1)=5/16$ and $\mathcal E_{\zeta\zeta}=n=1$. The slope is $5/8-25/256=135/256$. Relaxation has lowered $U$ by $25/256$ hartree, or 2.66 eV.

In this model $A=-13.606+12.862=-0.744$ eV, so the second electron is not bound. Full configuration interaction in the aug-cc-pVQZ basis gives $I=13.604$ eV and $A=0.740$ eV, hence $U=12.86$ eV. This calculation includes electron correlation and a more flexible orbital shape. It omits relativity and nuclear motion, and its basis is finite: at the basis limit $I=13.606$ eV and $A=0.755$ eV, so that $U=12.85$ eV.

## When the difference equals the slope

The energy (17) is cubic in $n$, yet its finite difference equals its slope. For any smooth $E(n)$ whose Taylor series converges over a step of one electron,

$$E(n\pm1)=E\pm E'+\tfrac12E''\pm\tfrac16E'''+\tfrac1{24}E''''\pm\cdots, \tag{19}$$

with derivatives taken at $n$. The odd terms cancel in (1), leaving

$$U(n)=E''+\tfrac1{12}E''''+\cdots=\frac{de}{dn}+\tfrac1{12}e'''+\cdots. \tag{20}$$

For a quadratic energy the level is a straight line and $U=de/dn$ at every $n$. A cubic term bends the level but does not spoil the equality at the central occupation. Without any expansion, integration of $e=dE/dn$ gives

$$U(n)=\int_n^{n+1}e(\nu)\,d\nu-\int_{n-1}^{n}e(\nu)\,d\nu. \tag{21}$$

**Fe²⁺ in the local-density approximation.** The calculation uses Slater exchange and VWN correlation, without spin polarization or relativity, in one Gaussian basis (def2-TZVP without f functions); the quoted digits belong to this basis. Near the basis limit of the same functional, $U(6)$ is 16.02 instead of 15.99 eV, the slope at $n=6$ is 16.08 instead of 16.04 eV, the eigenvalues in the table are lower by up to 0.04 eV, $F_0$ is 23.58 eV and $J$ is 1.243 eV, and the frozen d-shell values quoted earlier move by up to 0.03 eV. The 3d shell is filled evenly and holds a fractional number $n$ of electrons; 4s is empty. The total energies give

$$U(6)=34.723-18.736=15.99\ \text{eV}, \tag{22}$$

where the first number is $E(5)-E(6)$ and the second is $E(6)-E(7)$. The eigenvalues are as follows.

| $n$ | 5 | 5.5 | 6 | 6.5 | 7 |
|---|---|---|---|---|---|
| $e(n)$ in eV | −43.740 | −34.602 | −26.195 | −18.586 | −11.877 |

Simpson's rule for the two integrals in (21) gives $-18.736+34.723=15.99$ eV, in agreement with (22). The slope at $n=6$ is 16.04 eV, so $U-de/dn=-0.054$ eV. To compare this with (20), take the combination $e(7)-2e(6.5)+2e(5.5)-e(5)$. With step $h=\tfrac12$, its leading term is $2h^3e'''=e'''/4$. The eigenvalues then give $e'''/12=-0.056$ eV, which accounts for the difference to within 0.01 eV.

The level is nevertheless visibly curved. It rises by 17.5 eV from $n=5$ to 6 and by 14.3 eV from 6 to 7. A one-sided difference contains $\pm\tfrac12E'''$ and would be a poor estimate of $U(6)$; the centred slope is free of that term.

Freezing the orbitals of the central ion separates the contributions:

$$U(6)=23.56-0.55-7.02=15.99\ \text{eV}. \tag{23}$$

The terms are the Hartree part, equal to $F_0$; the curvature of the exchange-correlation energy; and relaxation. The first two add to 23.01 eV, the same to this precision as the determinant average (11). Nothing derived here requires that agreement, and one ion is no basis for a rule.

## Where the derivative fails

The slope formula needs a smooth energy between integers. The exact ground-state energy at a fractional mean number is not smooth. It is the lowest energy of a mixture of integer states. If the integer energies are convex, meaning $U\ge0$ at each integer, the best mixture uses the two neighbouring integers:

$$E(n+w)=(1-w)E(n)+wE(n+1),\qquad0\le w\le1. \tag{24}$$

The slope is $E(n+1)-E(n)=-A$ just above $n$ and $E(n)-E(n-1)=-I$ just below it. Its jump is $-A-(-I)=I-A=U$. Between integers the second derivative is zero, and at an integer with $U>0$ it does not exist. The exact theory therefore stores $U$ in a jump, whereas the smooth approximation used above spreads it over a curved $E(n)$.

## The rule for the other electrons

In a solid, a change of the d occupation is accompanied by a response of the remaining electrons. Constrained density-functional theory fixes the d occupation and minimizes over the rest. A free-ion analogue is the reaction 2 d⁶s¹ → d⁷s⁰ + d⁵s², in which every ion keeps charge +1. For a smooth energy $E(n_d,n_s)$, set $g(t)=E(n_d+t,n_s-t)$. The chain rule gives

$$g''(0)=E_{dd}-2E_{ds}+E_{ss}, \tag{25}$$

where $E_{dd}$, $E_{ds}$ and $E_{ss}$ are the second derivatives with respect to the two occupations. By (20) this is $U$ up to fourth-order terms. The mixed derivative $E_{ds}$ enters with a factor $-2$ because the two occupations change in opposite directions, so a positive $E_{ds}$ lowers $U$; the three derivatives were not computed separately here. The total energies give 3.6 eV for this reaction (3.5 eV near the basis limit), against 16.0 eV for the bare ion. The central configuration also differs, so the whole reduction should not be assigned to one term of (25). Nor is 3.6 eV the value for iron metal, where the electrons that respond are those of the solid. A quoted $U$ has a definite meaning once the three energies in (1), and the rule for the other electrons, have been specified.

The numerical check tests (4), (7), (8), (11), (12), (14), (18), (20), (21) and Janak's theorem, and supplies the computed values other than the basis-limit figures; (24) and (25) are not tested there.

## Numbers as computed

```
1 hartree: 27.211386 eV
HYDROGEN
F0 of the 1s orbital = frozen U: 17.0071 eV
One exponent: energy of H: -13.6057 eV
One exponent: energy of H-: -12.8616 eV
One exponent: best exponent of H-: 0.6875 1/bohr
One exponent: U from energies: 14.3498 eV
One exponent: slope of level at n=1: 14.3498 eV
Relaxation lowers U by: 2.6574 eV
CI aug-cc-pVQZ: I: 13.6043 eV
CI aug-cc-pVQZ: A: 0.7399 eV
CI aug-cc-pVQZ: U = I - A: 12.8644 eV
TWO DISTANT H ATOMS, one 1s function (six Gaussians) each
Distance: 20.0 angstrom
Electron transfer energy: 16.2871 eV
Coulomb attraction 1/R: 0.7200 eV
Transfer energy + 1/R: 17.0071 eV
I - A of one such atom: 17.0071 eV
IRON ION, 3d occupation n, no 4s electrons, LDA
E(5) - E(6): 34.7234 eV
E(6) - E(6): 0.0000 eV
E(7) - E(6): -18.7356 eV
3d level at n=5.0: -43.7399 eV
3d level at n=5.5: -34.6016 eV
3d level at n=6.0: -26.1945 eV
3d level at n=6.5: -18.5858 eV
3d level at n=7.0: -11.8774 eV
dE/dn at n=6 by finite difference: -26.1948 eV
U from total energies: 15.9878 eV
Slope of 3d level at n=6: 16.0420 eV
U minus slope: -0.0542 eV
Estimate of E''''/12: -0.0563 eV
Level(6.5) - level(5.5): 16.0158 eV
U from areas under the level: 15.9876 eV
Mean 3d radius at n=6: 0.5695 angstrom
F0 by radial quadrature: 23.5635 eV
Frozen U, Hartree part: 23.5635 eV
Frozen U, exchange-correlation part: -0.5549 eV
Frozen U, total: 23.0086 eV
Change of U by relaxation: -7.0208 eV
U with 4s compensation: 3.6246 eV
D SHELL, full repulsion, frozen 3d orbital of the same ion
F2: 10.7945 eV
F4: 6.6959 eV
J = (F2+F4)/14: 1.2493 eV
U at d6, average of determinants: 23.0083 eV
U at d5, lowest terms: 28.5607 eV
U at d6, lowest terms: 21.6645 eV
```
